**Remote-charge scattering in a single-mode wire and in a plane**

The program evaluates the Born momentum-relaxation rates $1/\tau_1=4\pi N\alpha^2(\hbar/m)F^2\mathrm{Ki}_1(4kd)$ for a wire and $1/\tau_2=2\pi^2N\alpha^2(\hbar/m)[I_0(4kd)-L_0(4kd)]$ for a thin plane. Here $N$ is the areal density of charges at distance $d$, $k$ the wave number, $m$ the effective mass, $\alpha=e^2/(4\pi\varepsilon\hbar v)$ the coupling at velocity $v$, and $F$ the form factor of the wire mode. $\mathrm{Ki}_1$ is the integral of $K_0$ from its argument to infinity, and $L_0$ is the modified Struve function. It asserts that the Coulomb transforms, the form factor, the golden-rule prefactors and the sum over the sheet agree with direct numerical integration. It also solves the one-dimensional Schrödinger equation and asserts that, at $\alpha=0.01$, the difference between repulsive and attractive reflection, divided by their sum, agrees with $2\pi\alpha$ within 3%. The output shows a wire-to-plane rate ratio falling from $6.5\times10^{-5}$ at 10 nm to $5.8\times10^{-10}$ at 20 nm. At the coupling of the example, the computed reflection is 1.65 times the Born value for repulsion and 0.61 times for attraction.

## Check in Python

```python
"""Suppression of remote-impurity scattering in a single-mode wire.

Result under test (Born approximation, unscreened charges e in a sheet):
  wire : 1/tau1 = 4 pi N alpha^2 (hbar/m) F^2 Ki1(4 k d)
  plane: 1/tau2 = 2 pi^2 N alpha^2 (hbar/m) [I0(4 k d) - L0(4 k d)]
k wave number, m effective mass, d distance of sheet from wire axis or plane,
N areal impurity density, alpha = e^2/(4 pi eps hbar v), v = hbar k/m,
F = <I0(2 k r)> over the transverse mode, Ki1(x) = integral of K0 from x to
infinity, L0 modified Struve function.
A single charge at distance rho from a thin wire reflects with probability
  R = 4 alpha^2 K0(2 k rho)^2 [1 +- 2 pi alpha + O(alpha^2)],
plus for repulsion, minus for attraction.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import k0, i0, j0, j1, jn_zeros

mp.mp.dps = 35
hbar, e = const.hbar, const.e
mass = 0.02 * const.m_e
rel_perm = 16.0
eps = rel_perm * const.epsilon_0
k = 0.3e9
radius = 5e-9
N = 1e15
distances = [10e-9, 15e-9, 20e-9]
v = hbar * k / mass
energy = (hbar * k)**2 / (2 * mass)
alpha = e**2 / (4 * np.pi * eps * hbar * v)


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


def Ki1(x):
    return quad(k0, x, x + 50, epsabs=0, epsrel=1e-9, limit=300)[0]


def struve_difference(x):
    return float(mp.besseli(0, x) - mp.struvel(0, x))


# Single open mode of a hard-wall cylinder
zero0, zero1 = jn_zeros(0, 1)[0], jn_zeros(1, 1)[0]
mode_gap = hbar**2 * (zero1**2 - zero0**2) / (2 * mass * radius**2)
assert energy < mode_gap

# Fourier transform of the Coulomb potential along the wire
for q_rho in (1.0, 3.0, 6.0):
    transform = 2 * quad(lambda x: 1 / np.sqrt(x*x + 1), 0, np.inf,
                         weight='cos', wvar=q_rho, epsabs=1e-9,
                         limlst=200)[0]
    assert close(transform, 2 * k0(q_rho), 1e-4)

# Second transform, giving the planar Coulomb matrix element
for q, p in ((0.7, 0.4), (1.5, 2.0)):
    direct = 2 * quad(lambda y: 2*k0(q*np.sqrt(y*y + 1))*np.cos(p*y),
                      0, 50/q, limit=400)[0]
    Q = np.hypot(q, p)
    assert close(direct, 2*np.pi*np.exp(-Q)/Q, 1e-6)

# Form factor: average over the real cross-section against factorized form
nodes, weights = np.polynomial.legendre.leggauss(60)
r = radius * (nodes + 1) / 2
wr = weights * radius / 2
density = j0(zero0*r/radius)**2 / (np.pi*radius**2*j1(zero0)**2)
assert close(np.sum(2*np.pi*r*wr*density), 1, 1e-10)
F = np.sum(2*np.pi*r*wr*density*i0(2*k*r))
angles = np.arange(400) * 2*np.pi/400
for d in distances:
    separation = np.sqrt(r[:, None]**2 + d*d
                         - 2*r[:, None]*d*np.cos(angles))
    ring_mean = k0(2*k*separation).mean(axis=1)
    averaged = np.sum(2*np.pi*r*wr*density*ring_mean)
    assert close(averaged, F*k0(2*k*d), 1e-7)
assert 1 < F < i0(2*k*radius)

# Golden rule with a narrow Gaussian in place of the energy delta function
width = 2e-4
s = (np.arange(400) + 0.5)/400 * 16*width - 8*width
ds = s[1] - s[0]
delta = np.exp(-((2*s + s*s)/(2*width))**2/2)
delta /= 2*width*energy*np.sqrt(2*np.pi)
rho_test, n_line = 0.5/k, 1e7


def line_rate(sign):
    k_final = sign*k*(1 + s)
    V = e**2/(2*np.pi*eps)*k0(abs(k - k_final)*rho_test)
    return n_line/hbar*np.sum(V**2*(1 - k_final/k)*delta)*k*ds


forward, backward = line_rate(1), line_rate(-1)
assert abs(forward) < 1e-3*backward
assert close(backward, 2*n_line*v*(2*alpha*k0(2*k*rho_test))**2, 2e-3)

d = distances[0]
theta = (np.arange(4000) + 0.5)*2*np.pi/4000
kf = k*(1 + s)[:, None]
Q = np.sqrt(k*k + kf*kf - 2*k*kf*np.cos(theta))
V_plane = e**2*np.exp(-Q*d)/(2*eps*Q)
integrand = V_plane**2*(1 - kf*np.cos(theta)/k)*kf*delta[:, None]
plane_direct = (2*np.pi/hbar*N/(2*np.pi)**2*np.sum(integrand)
                * k*ds*2*np.pi/4000)


def rate_wire(d):
    return 4*np.pi*N*alpha**2*hbar/mass*F**2*Ki1(4*k*d)


def rate_plane(d):
    return 2*np.pi**2*N*alpha**2*hbar/mass*struve_difference(4*k*d)


assert close(plane_direct, rate_plane(d), 1e-2)

# Explicit sum over the rows of the impurity sheet
for d in distances:
    rows = 2*d*quad(lambda t: (2*alpha*F*k0(2*k*d*np.sqrt(1+t*t)))**2,
                    0, 8, epsabs=0, epsrel=1e-9, limit=300)[0]
    assert close(2*v*N*rows, rate_wire(d), 1e-6)

# Limits of the ratio
assert close(2/np.pi*Ki1(1e-6)/struve_difference(1e-6), 1, 1e-4)
x = 4*k*distances[-1]
ratio_far = rate_wire(distances[-1])/rate_plane(distances[-1])
ratio_asym = F**2*np.sqrt(np.pi*x/2)*np.exp(-x)
assert close(ratio_asym, ratio_far, 0.04)

# Which momentum transfers carry the planar rate
x = 4*k*distances[0]
def angular(t):
    return np.exp(-x*np.sin(t/2))
whole = quad(angular, 0, np.pi)[0]
cut = 2*np.arcsin(1/(2*k*distances[0]))
small_share = quad(angular, 0, cut)[0]/whole
back_share = quad(angular, np.pi/2, np.pi, epsabs=0)[0]/whole
assert close(small_share, 1 - np.exp(-2), 0.02)
assert back_share < 1e-3

# Analytic potential against a potential with a cusp, both of unit length
q, shift = 6.0, 1.2
analytic = 2*quad(lambda x: np.cos(q*x)/np.cosh(x)**2, 0, 25, limit=300)[0]
cusp = 2*quad(lambda x: np.cos(q*x)*np.exp(-x), 0, 40, limit=300)[0]
bound = np.exp(-q*shift)*2*quad(
    lambda x: abs(1/np.cosh(x + 1j*shift)**2), 0, 25, limit=300)[0]
assert abs(analytic) <= bound < cusp
assert close(cusp, 2/(1 + q*q), 1e-6)


def reflection(kd, coupling):
    """Schroedinger equation, length unit rho; slow Gaussian cuts the tail."""
    window, end = 30.0, 150.0

    def slope(x, y):
        u = coupling*np.exp(-(x/window)**2)/np.sqrt(x*x + 1)
        return np.array([y[1], (2*kd*u - kd*kd)*y[0]])
    start = np.exp(1j*kd*end)*np.array([1, 1j*kd])
    sol = solve_ivp(slope, (end, -end), start, method='DOP853',
                    rtol=1e-11, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    return abs((psi - dpsi/(1j*kd))/(psi + dpsi/(1j*kd)))**2


weak = 0.01
weak_results = []
for kd in (1.0, 3.0):
    born = 4*weak**2*k0(2*kd)**2
    plus, minus = reflection(kd, weak), reflection(kd, -weak)
    asymmetry = (plus - minus)/(plus + minus)
    assert close((plus + minus)/2, born, 0.015)
    assert close(asymmetry, 2*np.pi*weak, 0.03)
    weak_results.append((kd, plus/born, minus/born, asymmetry))
kd = k*distances[0]
born_example = 4*alpha**2*k0(2*kd)**2
repulsive = reflection(kd, alpha)/born_example
attractive = reflection(kd, -alpha)/born_example
assert attractive < 1 < repulsive

print(f"effective mass: {mass/const.m_e:.3f} electron masses")
print(f"relative permittivity: {rel_perm:.1f}")
print(f"wave number k: {k*1e-9:.3f} nm^-1")
print(f"backscattering transfer 2k: {2*k*1e-9:.3f} nm^-1")
print(f"wire radius: {radius*1e9:.1f} nm")
print(f"sheet density N: {N:.2e} m^-2")
print(f"velocity v: {v:.4e} m/s")
print(f"kinetic energy along wire: {energy/e:.4f} eV")
print(f"gap to second transverse mode: {mode_gap/e:.4f} eV")
print(f"coupling alpha: {alpha:.5f}")
print(f"2 pi alpha: {2*np.pi*alpha:.4f}")
print(f"form factor F: {F:.4f}; F^2: {F**2:.4f}")
print(f"upper bound I0(2ka) on F: {i0(2*k*radius):.4f}")
print(f"rate scale N alpha^2 hbar/m: {N*alpha**2*hbar/mass:.4e} s^-1")
for d in distances:
    a, b = rate_wire(d), rate_plane(d)
    print(f"d = {d*1e9:.0f} nm: kd = {k*d:.2f}, 4kd = {4*k*d:.1f}")
    print(f"  Ki1(4kd): {Ki1(4*k*d):.4e}")
    print(f"  I0(4kd)-L0(4kd): {struve_difference(4*k*d):.4e}")
    print(f"  wire rate: {a:.4e} s^-1; plane rate: {b:.4e} s^-1")
    print(f"  wire time: {1/a:.4e} s; plane time: {1/b:.4e} s")
    print(f"  wire rate / plane rate: {a/b:.4e}")
print(f"large-kd formula for ratio at 20 nm: {ratio_asym:.4e}")
print(f"plane, d=10 nm, share from q < 1/d: {small_share:.4f}")
print(f"plane, d=10 nm, share from angles > 90 deg: {back_share:.3e}")
print(f"line-charge test, forward/backward rate: {forward/backward:.1e}")
print(f"transform at q=6 (unit length), sech^2: {analytic:.4e}")
print(f"  contour bound at shift {shift:.1f}: {bound:.4e}")
print(f"  cusp exp(-|x|): {cusp:.4e}")
print(f"weak coupling alpha = {weak:.2f}, 2 pi alpha = {2*np.pi*weak:.4f}")
for kd, p, m_, a in weak_results:
    print(f"  k rho={kd:.0f}: R/Born repulsive {p:.4f}, attractive {m_:.4f}")
    print(f"    relative asymmetry: {a:.4f}")
print(f"example, rho=10 nm, thin wire, Born R: {born_example:.4e}")
print(f"  numerical R/Born, repulsive: {repulsive:.3f}")
print(f"  numerical R/Born, attractive: {attractive:.3f}")
print("all assertions hold")
```

Printed output:

```
effective mass: 0.020 electron masses
relative permittivity: 16.0
wave number k: 0.300 nm^-1
backscattering transfer 2k: 0.600 nm^-1
wire radius: 5.0 nm
sheet density N: 1.00e+15 m^-2
velocity v: 1.7365e+06 m/s
kinetic energy along wire: 0.1714 eV
gap to second transverse mode: 0.6781 eV
coupling alpha: 0.07874
2 pi alpha: 0.4947
form factor F: 1.6037; F^2: 2.5719
upper bound I0(2ka) on F: 4.8808
rate scale N alpha^2 hbar/m: 3.5887e+10 s^-1
d = 10 nm: kd = 3.00, 4kd = 12.0
  Ki1(4kd): 2.1201e-06
  I0(4kd)-L0(4kd): 5.3449e-02
  wire rate: 2.4590e+06 s^-1; plane rate: 3.7862e+10 s^-1
  wire time: 4.0667e-07 s; plane time: 2.6412e-11 s
  wire rate / plane rate: 6.4946e-05
d = 15 nm: kd = 4.50, 4kd = 18.0
  Ki1(4kd): 4.3552e-09
  I0(4kd)-L0(4kd): 3.5480e-02
  wire rate: 5.0512e+03 s^-1; plane rate: 2.5133e+10 s^-1
  wire time: 1.9797e-04 s; plane time: 3.9788e-11 s
  wire rate / plane rate: 2.0098e-07
d = 20 nm: kd = 6.00, 4kd = 24.0
  Ki1(4kd): 9.4218e-12
  I0(4kd)-L0(4kd): 2.6573e-02
  wire rate: 1.0928e+01 s^-1; plane rate: 1.8823e+10 s^-1
  wire time: 9.1512e-02 s; plane time: 5.3126e-11 s
  wire rate / plane rate: 5.8053e-10
large-kd formula for ratio at 20 nm: 5.9614e-10
plane, d=10 nm, share from q < 1/d: 0.8605
plane, d=10 nm, share from angles > 90 deg: 3.478e-04
line-charge test, forward/backward rate: 1.3e-05
transform at q=6 (unit length), sech^2: 3.0423e-03
  contour bound at shift 1.2: 5.3054e-03
  cusp exp(-|x|): 5.4054e-02
weak coupling alpha = 0.01, 2 pi alpha = 0.0628
  k rho=1: R/Born repulsive 1.0688, attractive 0.9425
    relative asymmetry: 0.0628
  k rho=3: R/Born repulsive 1.0678, attractive 0.9416
    relative asymmetry: 0.0628
example, rho=10 nm, thin wire, Born R: 3.8377e-08
  numerical R/Born, repulsive: 1.651
  numerical R/Born, attractive: 0.614
all assertions hold
```
